Apparent Schottky barrier of a Gaussian patch distribution and its limits, part 2

A metal contact on an n-type semiconductor has a Schottky barrier φ, measured from the metal Fermi level up to the conduction-band edge at the interface, that varies from patch to patch. The problem is to find which single barrier a current measurement reports, and when a simple formula for it can be trusted. Energies are in eV, q is the positive elementary charge, forward voltage V is positive, and β = 1/(kT), s = σ/(kT). Tunnelling and image-force lowering are left out.

The patches are independent. The area-weighted probability density P(φ) is a Gaussian with mean m and standard deviation σ, both independent of bias and temperature. By (a), a patch carries the current density

J(φ) = A T² e^(−βφ) (e^(βqV) − 1),

where A is the Richardson constant. With J_tot the total current divided by the total area, the apparent barrier and the ideality factor (taken where e^(βqV) ≫ 1) are

φ_ap = −kT ln⟨e^(−βφ)⟩,  n = βq/(d ln J_tot/dV).

For the unlimited Gaussian, (b) gives

⟨e^(−βφ)⟩ = e^(−βm + β²σ²/2),

φ_ap = m − σ²/(2kT).

The last result is "the formula" below. By (c), the barriers weighted by current are again Gaussian, with width σ and centre

φ* = m − σ²/(kT).

In (f), Φ(x) is the probability that a standard Gaussian variable is less than x. The truncated distribution there has no barrier below φ_c = 0.95 eV and keeps its Gaussian shape above. Its centre φ* reaches φ_c at

T_c = σ²/[k(m − φ_c)].

The example has m = 1.20 eV, σ = 0.070 eV and an effective mass of 0.40 free-electron masses, so A = 48.07 A cm⁻² K⁻². At 300 K, kT = 0.02585 eV, s = 2.708, φ_ap = 1.1052 eV and φ* = 1.0105 eV. The numerical output at the end also lists checks belonging to (a) to (f).

### (g) A finite number of patches

A contact contains N independent patches of equal area, with barriers drawn from the unlimited Gaussian. Find the relative scatter of current between devices, and estimate when a typical device ceases to follow the formula. Use N = 10⁴.

**Solution.** For patch i define X_i = e^(−β(φ_i−m)). The current is proportional to the average of the X_i. From (b),

⟨X⟩ = e^(s²/2).

Squaring X replaces β by 2β, so s becomes 2s and

⟨X²⟩ = e^((2s)²/2) = e^(2s²).

The variance of X is e^(2s²) − e^(s²). Dividing by ⟨X⟩² = e^(s²) gives a relative variance e^(s²) − 1 for one patch. Variances of independent patches add, so the average over N patches has relative root-mean-square scatter

√[(e^(s²) − 1)/N].

At 600 K this is 0.0229, and 2000 randomly generated devices gave 0.0230. At 300 K the formula gives 0.391. This value is dominated by rare devices: ⟨X²⟩ comes from barriers near 2s = 5.4 standard deviations below the mean, of which a device holds only about 3 × 10⁻⁴ on average. The middle two-thirds of devices scatter less, between about 0.8 and 1.15 times the current from the formula. Ten thousand patches are still too few to fix the current closely, because the patches below φ*, about NΦ(−s) ≈ 34 of them with Φ as in (f), carry half of the mean current.

To estimate when the important patches are missing, count those in a window of width σ about φ*. Their expected number is roughly

N σ P(φ*) = N e^(−s²/2)/√(2π).

Ignoring the factor √(2π), this is of order one when s² = 2 ln N. The corresponding temperature is

T_N = σ/[k√(2 ln N)].

For N = 10⁴, √(2 ln N) = 4.29. Since s is proportional to 1/T,

T_N = 300 K × 2.708/4.29 ≈ 189 K.

Well below T_N, a typical contact has no patch near φ*. The ensemble average of the current still equals the Gaussian result, but it is sustained by rare devices that happen to contain an exceptionally low patch. A median device shows what is usually measured.

In the simulated sample the medians lie above the formula by 1.4 meV at 300 K, 10.6 meV at 200 K and 92.9 meV at 100 K; the last digit is subject to sampling error. At 200 K, kT is 17.2 meV, so the median current is e^(−10.6/17.2) ≈ 0.54 of the predicted current. The temperature T_N is therefore an estimate of where the failure becomes severe, not a sharp boundary above which all is well.

Bounds for an individual device show how the fall of φ_ap is halted. If φ_low is its lowest barrier, the average of e^(−βφ_i) is at least e^(−βφ_low)/N and at most e^(−βφ_low). Hence

φ_low ≤ φ_ap ≤ φ_low + kT ln N.

On cooling, φ_ap approaches the lowest barrier in that particular device. The missing tail is here a result of sampling, not of a physical cutoff. More patches lower T_N, but only through the square root of a logarithm.

### (h) Series resistance

Let every patch have a specific series resistance ρ, in Ω cm², through which its own current flows vertically. Find a condition for the forward current to give the correct φ_ap. Examine ρ = 1 mΩ cm² at 300 K.

**Solution.** The voltage across the junction of a patch is V − ρJ. Where the exponential is much larger than one, the patch law becomes

J = J₀ e^(−βqρJ),  J₀ = A T² e^(−β(φ−qV)),

with J₀ the current density without resistance. Define y = βqρJ and y₀ = βqρJ₀. Multiplication by βqρ turns the equation into

y e^y = y₀.

For y₀ ≪ 1, expansion gives y ≈ y₀(1 − y₀), so the relative loss of current is y₀. For y₀ ≫ 1, taking logarithms gives y + ln y = ln y₀. The current then grows roughly with the logarithm of J₀ instead of in proportion to it, and the lowest patches lose their advantage.

At the centre of the current-carrying distribution, y₀ has the value

r = qρJ₀(φ*)/(kT).

Thus r ≪ 1 is necessary, but the width of the distribution makes it insufficient. A patch one σ below φ* has y₀ = r e^s, and one 2σ below has y₀ = r e^(2s). A safer condition is r e^(2s) ≪ 1.

At 0.6 V the example has

J₀(φ*) = 48.07 × 300² × e^(−(1.0105−0.6)/0.02585) ≈ 0.55 A cm⁻².

The corresponding drop is 0.55 mV, and r = 0.55/25.85 ≈ 0.021. This looks harmless, yet the computed total current is 0.894 of the ideal value. The patches with y₀ ≥ 1 lie below φ* by at least

kT ln(1/r) = 0.02585 × 3.85 ≈ 0.100 eV,

or 1.42σ. In the ideal diode they would carry a fraction Φ(−1.42) ≈ 0.08 of the current. At y₀ = 1 the equation y e^y = 1 gives y ≈ 0.57, a loss of 43 per cent, and the loss is greater for larger y₀. These patches therefore account for between about 3 and 8 of the 11 percentage points lost; patches with y₀ < 1 supply the rest. At 0.4 V, r = 9.3 × 10⁻⁶ and the current ratio is 0.9997. At 0.8 V, r = 49 and the ratio is 0.156.

These numbers require each patch's current to stay in its own column, which is so only for patches wider than the resistive layer is thick. At a donor density of 10¹⁶ cm⁻³ and a mobility of 100 to 800 cm² V⁻¹ s⁻¹, ρ = 1 mΩ cm² corresponds to a thickness t of about 2 to 13 μm. Below a disc of radius R ≪ t the current spreads sideways, and the drop caused at its centre by its own current is about ρJR/t instead of ρJ. For patches of the size met in (i), ρ in r must be replaced by this much smaller local value, and the loss at 0.6 V falls to about 2 per cent or less.

The average current density can conceal the onset. In the ideal diode,

J₀(φ*)/J_tot = e^(β(φ_ap−φ*)) = e^(s²/2),

which is 39 at 300 K. While resistance still changes the current little, a voltage drop estimated from the average current is too small by about this factor for a patch at φ*. Once resistance limits the low patches strongly, the factor falls; at 0.8 V in the example it is about 15.

Resistance also changes the ideality factor. The logarithm of the patch law is ln J + βqρJ = constant + βqV. Differentiating with respect to V gives

(1 + y) d ln J/dV = βq.

Each patch therefore has a logarithmic slope below βq, and so has their sum. The result is n > 1. Near 0.3 V, where the drops are negligible here, the computed factor is 1.00000.

The patch law also needs some band bending to remain. If ζ is the distance from the Fermi level to the conduction band in the neutral semiconductor, the bending left at a patch is φ − ζ − q(V − ρJ). It must exceed several kT for the patches that matter, so low patches reach this limit first.

### (i) Patches that influence one another

Replace the independent patches by a sinusoidal barrier modulation of depth Δ and lateral wavelength λ. Determine when a low region keeps its own barrier. Use a mean band bending U = 0.90 eV, a donor density of 10¹⁶ cm⁻³ and a relative permittivity of 10.

**Solution.** Let z be the distance into the semiconductor and x the distance along the interface. In a uniformly doped depletion layer of width W, Poisson's equation makes the mean band edge a parabola:

E₀(z) = m − U[1 − (1 − z/W)²].

Its curvature 2U/W² must equal q²N_d/ε, where N_d is the donor density and ε the permittivity. Here U is in joules, so W = √[2εU/(q²N_d)]. The output gives W = 315 nm. The downward slope at the interface is

F = 2U/W = 1800 meV/315.4 nm = 5.71 meV/nm.

The modulation adds −Δ cos(gx) f(z), with g = 2π/λ. It brings no extra charge, so it obeys Laplace's equation, which requires f″ = g²f. With f(0) = 1, and f(W) = 0 at a depletion edge taken as flat,

f(z) = sinh(g(W − z))/sinh(gW).

For gW ≫ 1 this is close to e^(−gz) near the interface. There the mean slope is also nearly constant, so along the lowest line, x = 0,

E(z) ≈ m − Fz − Δe^(−gz).

Its derivative is

dE/dz = −F + gΔe^(−gz).

If gΔ ≤ F, the band edge falls from the interface onwards and the barrier is m − Δ. If gΔ > F, it first rises. The maximum is where e^(−gz) = F/(gΔ), at

z_s = (1/g) ln(gΔ/F).

Substitution gives the barrier

E_s = m − (F/g)[1 + ln(gΔ/F)].

This point is a maximum along z but a minimum along x: it is a saddle, the lowest pass for electrons. As g grows, E_s tends to m. The surrounding high barrier pinches off a small low region.

For the patches that dominate the current, set Δ = m − φ* = σ²/(kT) = 0.1895 eV. The critical wavelength at 300 K is

λ_c = 2πΔ/F = 2π × 189.5/5.707 nm ≈ 209 nm.

At 400 nm the barrier is 1.0105 eV, equal to φ*. At 100 nm the constant-field formula gives 1.042 eV, while the full parabolic layer gives 1.044 eV. At 50 nm the two values are 1.090 and 1.091 eV. The small difference comes from the weakening of the mean field away from the interface, which raises the band by Uz²/W². At z_s ≈ 11.7 nm for the 100 nm case, this is about 1.2 meV. Such a difference has meaning only within the model. The omitted image force lowers a uniform barrier at this field by about 29 meV but the 100 nm saddle by only about 3 meV, and it smooths the threshold at λ_c. The donors are on average 46 nm apart, so the smooth space charge is itself an idealisation on these scales; a single donor near the saddle can move it by several meV.

Bias now enters the barrier. Forward bias reduces U, and since W is proportional to √U, F is proportional to √U and also falls. Differentiating E_s gives

dE_s/dF = −(1/g) ln(gΔ/F) < 0,

so a smaller field raises the saddle. The current then grows more slowly than e^(βqV), and n > 1. This conflicts with the fixed m and σ assumed in (b). Cooling makes the condition harder to meet, because Δ = σ²/(kT) and hence λ_c grow as 1/T at fixed F. A real barrier map contains many wavelengths, and its dominant patches are rare and isolated, unlike the equally deep minima of a sinusoid. Thus λ_c is not a universal patch size. For a single low disc of radius R, much smaller than W, the modulation along the axis is −Δ[1 − z/√(z² + R²)]. Its slope is greatest at the interface, where it equals Δ/R, so the centre of the disc keeps its own barrier if R ≥ Δ/F. Here this means a diameter of at least 66 nm, about a third of λ_c. At that size only the centre is free: the barrier is already about 9 meV higher at half the radius and more than 20 meV higher at 0.7R, so a disc must be several times larger to act as an independent patch of its full area. Both conditions contain the length Δ/F, but the factor in front depends on the shape of the low region.

### (j) Reading σ from measured barriers

Use the truncated distribution of (f) as if it were data. Its apparent barriers are 1.1311 eV at 400 K, 1.1108 eV at 300 K and 1.0779 eV at 200 K. Find m and σ from the line through each neighbouring pair in a plot against 1/(2kT). What does the result imply?

**Solution.** The formula describes a line of slope −σ² and intercept m. At 300 K the abscissa is 1/(2 × 0.02585 eV) = 19.34 eV⁻¹. Scaling by 1/T gives 14.51 eV⁻¹ at 400 K and 29.01 eV⁻¹ at 200 K.

The upper pair gives

σ² = (1.1311 − 1.1108)/(19.34 − 14.51) ≈ 0.0042 eV²,

so σ ≈ 0.065 eV, and m ≈ 1.1311 + 0.0042 × 14.51 ≈ 1.19 eV. The lower pair gives

σ² = (1.1108 − 1.0779)/(29.01 − 19.34) ≈ 0.0034 eV²,

so σ ≈ 0.058 eV and m ≈ 1.18 eV.

The parent Gaussian has σ = 0.070 eV and m = 1.20 eV. The fitted spread is about 7 per cent too small from the upper pair and 17 per cent too small from the lower pair. A slope that weakens on cooling is what a missing tail produces, and finite sampling acts in the same direction. The warmer data give the better parameters here, but a nearly straight line over a short range does not establish a Gaussian tail. Nor can the slope be assigned to σ alone if tunnelling, image-force lowering or a changing mean barrier contributes to the measured current.

Values computed for the example and the checks

```
mean barrier 1.20 eV, sigma 0.070 eV
effective mass ratio 0.40, A = 48.07 A cm^-2 K^-2
kT at 300 K = 0.02585 eV, s = sigma/kT = 2.708
T 100 K: phi_ap 0.9157 eV, phi_star 0.6314 eV, s 8.123
T 200 K: phi_ap 1.0578 eV, phi_star 0.9157 eV, s 4.062
T 300 K: phi_ap 1.1052 eV, phi_star 1.0105 eV, s 2.708
T 400 K: phi_ap 1.1289 eV, phi_star 1.0578 eV, s 2.031
reduction at 300 K = 0.0948 eV = 94.8 meV
300 K saturation current, uniform barrier: 2.999e-14 A cm^-2
300 K saturation current, Gaussian: 1.172e-12 A cm^-2
300 K current enhancement: 39.09
300 K Richardson activation energy: 1.0105 eV
300 K Richardson tangent constant: 1.230 A cm^-2 K^-2
cutoff 0.95 eV: T_c = 227.4 K, T_c/2 = 113.7 K
cutoff, T 100.0 K: phi_ap 1.0263 eV, current/formula 2.661e-06
cutoff, T 200.0 K: phi_ap 1.0779 eV, current/formula 3.121e-01
cutoff, T 300.0 K: phi_ap 1.1108 eV, current/formula 8.063e-01
cutoff, T 400.0 K: phi_ap 1.1311 eV, current/formula 9.385e-01
cutoff, T 227.4 K: phi_ap 1.0886 eV, current/formula 5.001e-01
uniform, sigma = 0.3 kT: reduction/formula = 0.9912
skewed case: skewness 0.200, phi_ap 1.1195 eV
skewed case: second order 1.1052 eV, third 1.1223 eV
skewed case: current/formula = 0.576
10000 patches, 2000 random devices: T_N = 189.3 K
patches, T 100 K: median phi_ap 1.0086 eV, minus formula 92.90 meV
patches, T 200 K: median phi_ap 1.0684 eV, minus formula 10.56 meV
patches, T 300 K: median phi_ap 1.1066 eV, minus formula 1.40 meV
patches, T 600 K: median phi_ap 1.1525 eV, minus formula -0.07 meV
600 K relative rms scatter: sampled 0.0230, formula 0.0229
300 K relative rms scatter, formula: 0.391
series resistance: rho = 1.0 mohm cm^2, T = 300 K
bias 0.4 V: r = 9.30e-06, current/formula = 0.9997
bias 0.6 V: r = 2.13e-02, current/formula = 0.8942
bias 0.8 V: r = 4.88e+01, current/formula = 0.1559
ideality factor near 0.3 V: 1.00000
band bending 0.90 eV, doping 1e+16 cm^-3, permittivity 10
depletion width 315.4 nm, interface field 5.707 meV/nm
patch depth 0.1895 eV, critical wavelength 208.7 nm
wavelength 400 nm: barrier 1.0105 eV, constant-field formula 1.0105 eV
wavelength 100 nm: barrier 1.0437 eV, constant-field formula 1.0424 eV
wavelength 50 nm: barrier 1.0909 eV, constant-field formula 1.0897 eV
```
